# Why Electron–Phonon Resistance Needs a Momentum Sink in Uncompensated Metals: test program

```python
"""
Result under test: normal electron-phonon collisions conserve total crystal
momentum, so a metal with net carrier density n has zero dc resistivity unless
umklapp or another sink removes momentum.  A compensated metal is the exception.
Two-fluid model: n m dv/dt = F - K(v-u),  W du/dt = K(v-u) - W u/tau_p.
v, u: electron and phonon drift velocities; F = n e E: force density;
K: normal friction coefficient; W: phonon inertia density; tau_p: sink time.
Steady state: rho = rho_Bloch/(1 + K tau_p/W), rho_Bloch = K/(n e)^2.
The lattice part solves the full linearised coupled Boltzmann equation with
hbar = charge = lattice constant = 1 and energies in units of the band scale.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, expm
from scipy.sparse import coo_matrix, diags
from scipy.special import expit

# ---------- full coupled Boltzmann equation on a square lattice ----------
side, temp, width = 21, 0.15, 0.15
half = side // 2
jx, jy = [a.ravel() for a in np.meshgrid(np.arange(-half, half + 1),
                                      np.arange(-half, half + 1), indexing="ij")]
kx, ky = 2*np.pi*jx/side, 2*np.pi*jy/side
cells = side**2
q_zero = int(np.where((jx == 0) & (jy == 0))[0][0])
omega = 0.4*np.sqrt(np.sin(kx/2)**2 + np.sin(ky/2)**2)
omega[q_zero] = 1.0  # placeholder: the uniform mode is removed below
bose = 1/np.expm1(omega/temp)
sum_x, sum_y = jx[:, None] + jx[None, :], jy[:, None] + jy[None, :]
is_normal = (abs(sum_x) <= half) & (abs(sum_y) <= half)
final = ((sum_x + half) % side)*side + (sum_y + half) % side


def collision(bands, normal_only):
    """Return friction matrix and static weights for electrons and phonons."""
    nb = len(bands)
    size = (nb + 1)*cells
    occ = [expit(-b/temp) for b in bands]
    allowed = is_normal.copy() if normal_only else np.ones_like(is_normal)
    allowed[:, q_zero] = False
    ik, iq = np.where(allowed)
    jf = final[ik, iq]
    matrix = np.zeros((size, size))
    for a in range(nb):
        for b in range(nb):
            mismatch = bands[b][jf] - bands[a][ik] - omega[iq]
            balance = np.sqrt(occ[a][ik]*(1-occ[a][ik])*occ[b][jf]
                              * (1-occ[b][jf])*bose[iq]*(1+bose[iq]))
            rate = balance*omega[iq]*np.exp(-mismatch**2/(2*width**2))
            m = len(rate)
            rows = np.tile(np.arange(m), 3)
            cols = np.concatenate([a*cells+ik, nb*cells+iq, b*cells+jf])
            vals = np.concatenate([np.ones(2*m), -np.ones(m)])
            change = coo_matrix((vals, (rows, cols)), shape=(m, size)).tocsr()
            matrix += (change.T @ diags(rate/temp) @ change).toarray()
    weight = np.concatenate([o*(1-o)/temp for o in occ]
                            + [bose*(1+bose)/temp])
    keep = np.delete(np.arange(size), nb*cells+q_zero)
    return matrix[np.ix_(keep, keep)], weight[keep]


def conductivity(matrix, weight, drive, sink=None):
    """Drive times inverse collision operator times drive; inf if unbounded."""
    root = np.sqrt(weight)
    scaled = matrix/root[:, None]/root[None, :]
    if sink is not None:
        scaled = scaled + np.diag(sink)
    lam, vec = eigh(scaled)
    overlap = (vec.T @ (drive/root))**2
    null = lam < 1e-10*lam[-1]
    if overlap[null].sum() > 1e-8*overlap.sum():
        return np.inf
    return float(np.sum(overlap[~null]/lam[~null]))


band = 2 - np.cos(kx) - np.cos(ky) - 1.2
normal, weight = collision([band], True)
complete, _ = collision([band], False)
electron = np.arange(len(weight)) < cells
momentum = np.concatenate([kx, np.delete(kx, q_zero)])
p_el, p_ph = momentum*electron, momentum*(~electron)
drive = np.zeros(len(weight))
drive[:cells] = np.sin(kx)*weight[:cells]
force = drive @ momentum
carriers = expit(-band/temp).sum()
assert abs(force/carriers - 1) < 0.02

root = np.sqrt(weight)
lam_n, vec_n = eigh(normal/root[:, None]/root[None, :])
lam_c = eigh(complete/root[:, None]/root[None, :], eigvals_only=True)
null_n = int(np.sum(lam_n < 1e-10*lam_n[-1]))
null_c = int(np.sum(lam_c < 1e-10*lam_c[-1]))
assert null_n == 3 and null_c == 1  # number and two momenta; then number only
persistent = np.sum((vec_n[:, :null_n].T @ (drive/root))**2)
predicted = force**2/np.sum(weight*momentum**2)
assert abs(persistent/predicted - 1) < 1e-6
lattice_fraction = persistent/np.sum(drive**2/root**2)
assert np.isinf(conductivity(normal, weight, drive))


def held_resistivity(matrix):
    return 1/conductivity(matrix[:cells, :cells], weight[:cells], drive[:cells])


def two_fluid(matrix, phonon_rate):
    a, b, c = p_el@matrix@p_el, -p_el@matrix@p_ph, p_ph@matrix@p_ph
    return (a - b*b/(c + phonon_rate*np.sum(weight*p_ph**2)))/force**2


held_n, held_c = held_resistivity(normal), held_resistivity(complete)
unit_rate = (p_ph@normal@p_ph)/np.sum(weight*p_ph**2)
lattice_rows = []
for relative_rate in (1.0, 0.1, 0.01):
    r = relative_rate*unit_rate
    full = 1/conductivity(normal, weight, drive, r*(~electron))
    approx = two_fluid(normal, r)
    assert full <= approx*(1 + 1e-8)
    lattice_rows.append((relative_rate, full/held_n, approx/held_n))
assert lattice_rows[0][1] > lattice_rows[1][1] > lattice_rows[2][1]
weak_ratios = []
for target in (electron, ~electron):
    sink = 1e-5*unit_rate*target
    full = 1/conductivity(normal, weight, drive, sink)
    law = np.sum(sink*weight*momentum**2)/force**2
    weak_ratios.append(full/law)
    assert abs(full/law - 1) < 0.01
full_umklapp = 1/conductivity(complete, weight, drive)
fluid_umklapp = two_fluid(complete, 0.0)
assert 0 < full_umklapp <= fluid_umklapp*(1 + 1e-8)
umklapp = complete - normal
drag_ratio = -(p_el@umklapp@p_ph)/(p_el@umklapp@p_el)
assert drag_ratio < 0


def two_band_case(hole_level):
    hole = -(2 - np.cos(kx) - np.cos(ky) - hole_level)
    matrix, w = collision([band, hole], True)
    x = np.zeros(len(w))
    x[:cells] = np.sin(kx)*w[:cells]
    x[cells:2*cells] = -np.sin(kx)*w[cells:2*cells]
    p = np.concatenate([kx, kx, np.delete(kx, q_zero)])
    e = 2*cells
    free = conductivity(matrix, w, x)
    held = conductivity(matrix[:e, :e], w[:e], x[:e])
    return (x@p)/force, free, held


comp_force, comp_free, comp_held = two_band_case(1.2)
unc_force, unc_free, _ = two_band_case(0.9)
assert abs(comp_force) < 1e-10 and np.isfinite(comp_free)
assert abs(unc_force) > 0.01 and np.isinf(unc_free)

# ---------- three-dimensional two-fluid example ----------
hbar, kb, mass, charge = const.hbar, const.k, const.m_e, const.e
density, sound, ion_u, deform_ev = 6e28, 4000.0, 60.0, 4.0
deform = deform_ev*charge
mass_density = density*ion_u*const.atomic_mass
k_fermi = (3*np.pi**2*density)**(1/3)
q_debye = (6*np.pi**2*density)**(1/3)
e_fermi = hbar**2*k_fermi**2/(2*mass)
assert q_debye < 2*k_fermi
nodes, node_weights = np.polynomial.legendre.leggauss(300)
to_micro_ohm_cm = 1e8
inertia_el = density*mass


def q_grid(t):
    top = min(q_debye, 60*kb*t/(hbar*sound))
    q = top*(nodes + 1)/2
    return q, top*node_weights/2, 1/(4*np.sinh(hbar*sound*q/(2*kb*t))**2)


def friction(t, tau=None):
    q, w, nn = q_grid(t)
    decay = deform**2*mass**2*q/(2*np.pi*mass_density*hbar**3)
    blocked = 1.0 if tau is None else 1/(1 + decay*tau)
    prefactor = deform**2*mass**2/(12*np.pi**3*mass_density*hbar*kb*t)
    return prefactor*np.sum(w*q**5*nn*blocked)


def phonon_inertia(t):
    q, w, nn = q_grid(t)
    return hbar**2/(6*np.pi**2*kb*t)*np.sum(w*q**4*nn)


def golden_rule_friction(t):
    """Direct event sum with a narrow Gaussian in place of energy delta."""
    x, wx = np.polynomial.legendre.leggauss(24)
    eta, kt = 0.004*charge, kb*t
    cosine = np.linspace(-1, 1, 8001)
    total = 0.0
    for q, wq in zip(q_debye*(x+1)/2, q_debye*wx/2):
        quantum = hbar*sound*q
        energy = np.linspace(e_fermi-14*kt-quantum, e_fermi+14*kt, 120)
        k = np.sqrt(2*mass*energy)/hbar
        gain = hbar**2*(k[:, None]*q*cosine + q*q/2)/mass
        delta = np.exp(-(gain-quantum)**2/(2*eta**2))/(eta*np.sqrt(2*np.pi))
        empty = expit((energy[:, None]+gain-e_fermi)/kt)
        inner = np.sum(delta*empty, axis=1)*(cosine[1]-cosine[0])
        states = 2/(2*np.pi)**2*np.sum(k*mass/hbar**2*inner
                 * expit((e_fermi-energy)/kt))*(energy[1]-energy[0])
        coupling = hbar*deform**2*q/(2*mass_density*sound)
        events = 2*np.pi/hbar*coupling*states/np.expm1(quantum/kt)
        total += wq*q*q/(2*np.pi**2)*(hbar*q)**2/3*events/kt
    return total


room = 300.0
K, W = friction(room), phonon_inertia(room)
direct_ratio = golden_rule_friction(room)/K
assert abs(direct_ratio - 1) < 0.01

# Phonon inertia from the drifting distribution and from the heat capacity
q, wq, _ = q_grid(room)
cosine, wc = np.polynomial.legendre.leggauss(24)
drift = 1e-3*sound
occupation = 1/np.expm1(hbar*q[:, None]*(sound-cosine*drift)/(kb*room))
carried = np.sum(wq[:, None]*wc*q[:, None]**3*cosine*hbar*occupation)/(4*np.pi**2)
assert abs(carried/(W*drift) - 1) < 1e-4


def debye_energy(t):
    return np.sum(wq*q**3*hbar*sound/np.expm1(hbar*sound*q/(kb*t)))/(2*np.pi**2)


heat = (debye_energy(room+0.1)-debye_energy(room-0.1))/0.2
assert abs(room*heat/(3*sound**2)/W - 1) < 1e-5

bloch_power = np.log2(friction(6.0)/friction(3.0))
inertia_power = np.log2(phonon_inertia(6.0)/phonon_inertia(3.0))
assert abs(bloch_power-5) < 1e-3 and abs(inertia_power-4) < 1e-3


def evolved_velocity(t, sink_rate=0.0):
    generator = np.array([[-K/inertia_el, K/inertia_el, 1/inertia_el],
                          [K/W, -K/W-sink_rate, 0], [0, 0, 0]])
    return (expm(generator*t) @ np.array([0.0, 0.0, 1.0]))[0]


slip_time = 1/(K*(1/inertia_el + 1/W))
time_rows = []
for ps in (1, 10, 100, 1000):
    t = ps*1e-12
    slip = slip_time/inertia_el*(1-np.exp(-t/slip_time))
    closed = t/(inertia_el+W) + W/(inertia_el+W)*slip
    numeric = evolved_velocity(t)
    assert abs(numeric/closed - 1) < 1e-7
    time_rows.append((ps, to_micro_ohm_cm/((density*charge)**2*numeric)))

bloch = K/(density*charge)**2*to_micro_ohm_cm


def steady(tau):
    return bloch/(1+K*tau/W)


def mode_resolved(tau):
    return friction(room, tau)/(density*charge)**2*to_micro_ohm_cm


sink_rows = []
for ps in (1, 10, 100, 1000):
    tau = ps*1e-12
    fluid, modes = steady(tau), mode_resolved(tau)
    assert modes <= fluid*(1+1e-10)
    sink_rows.append((ps, fluid, modes))
tau = 10e-12
late = to_micro_ohm_cm/((density*charge)**2*evolved_velocity(5e-9, 1/tau))
assert abs(late/steady(tau) - 1) < 1e-6
long_tau = 1e-6
weak_limit = W/((density*charge)**2*long_tau)*to_micro_ohm_cm
assert abs(mode_resolved(long_tau)/weak_limit - 1) < 1e-3
line_width = 20e-9
line_tau = line_width/sound

# ---------- printed results ----------
print("LATTICE MODEL (dimensionless)")
print(f"grid side {side}; temperature {temp}; energy width {width}")
print(f"net force / carrier number: {force/carriers:.4f}")
print(f"null vectors: normal only {null_n}; with umklapp {null_c}")
print(f"persistent current fraction, normal only: {lattice_fraction:.4f}")
print("normal only, no sink: conductivity =", conductivity(normal, weight, drive))
print("phonon sink rate / unit; full rho / held; two-fluid rho / held")
for row in lattice_rows:
    print(f"  {row[0]:5.2f}   {row[1]:.5f}   {row[2]:.5f}")
print(f"weak electron sink: full rho / sink law {weak_ratios[0]:.5f}")
print(f"weak phonon sink: full rho / sink law {weak_ratios[1]:.5f}")
print(f"held rho, all events / normal only: {held_c/held_n:.4f}")
print(f"umklapp, no external sink: full rho / held {full_umklapp/held_c:.4f}")
print(f"umklapp, no external sink: two-fluid / full {fluid_umklapp/full_umklapp:.4f}")
print(f"umklapp drag ratio B/A: {drag_ratio:.4f}")
print(f"compensated, normal only: rho / held {comp_held/comp_free:.4f}")
print(f"uncompensated two-band: net force / one-band force {unc_force:.4f}")
print("uncompensated two-band, normal only: conductivity =", unc_free)
print("THREE-DIMENSIONAL EXAMPLE")
print(f"n = {density:.1e} m^-3; ion mass = {ion_u:.0f} u; D = {deform_ev:.1f} eV")
print(f"sound speed = {sound:.0f} m/s; mass density = {mass_density:.1f} kg/m^3")
print(f"k_F = {k_fermi:.4e} m^-1; q_D = {q_debye:.4e} m^-1")
print(f"Fermi energy = {e_fermi/charge:.3f} eV")
print(f"Debye temperature = {hbar*sound*q_debye/kb:.1f} K")
print(f"electron inertia n m = {inertia_el:.5f} kg/m^3")
for t in (300.0, 20.0):
    kt_, wt_ = friction(t), phonon_inertia(t)
    print(f"T = {t:.0f} K: K = {kt_:.4e} kg/(m^3 s); W = {wt_:.4e} kg/m^3")
    print(f"  W/K = {wt_/kt_*1e12:.3f} ps; "
          f"persistent fraction = {inertia_el/(inertia_el+wt_):.5f}")
    print(f"  Bloch rho = {kt_/(density*charge)**2*to_micro_ohm_cm:.4e} uOhm cm")
print(f"direct golden-rule K / formula at 300 K: {direct_ratio:.5f}")
print(f"low-T powers: K {bloch_power:.4f}; W {inertia_power:.4f}")
print(f"slip relaxation time at 300 K = {slip_time*1e12:.4f} ps")
print("300 K, no sink: time (ps); apparent E/J (uOhm cm)")
for row in time_rows:
    print(f"  {row[0]:4d}   {row[1]:.5f}")
print("300 K: tau_p (ps); two-fluid rho; mode-resolved rho (uOhm cm)")
for row in sink_rows:
    print(f"  {row[0]:4d}   {row[1]:.5f}   {row[2]:.5f}")
print(f"line width {line_width*1e9:.0f} nm: tau_p = {line_tau*1e12:.2f} ps; "
      f"rho = {steady(line_tau):.5f} uOhm cm")
print("done: every assertion held")
```

Printed output:

```
LATTICE MODEL (dimensionless)
grid side 21; temperature 0.15; energy width 0.15
net force / carrier number: 0.9970
null vectors: normal only 3; with umklapp 1
persistent current fraction, normal only: 0.1797
normal only, no sink: conductivity = inf
phonon sink rate / unit; full rho / held; two-fluid rho / held
   1.00   0.50619   0.58191
   0.10   0.10127   0.10580
   0.01   0.01146   0.01152
weak electron sink: full rho / sink law 1.00000
weak phonon sink: full rho / sink law 0.99998
held rho, all events / normal only: 1.3879
umklapp, no external sink: full rho / held 0.6251
umklapp, no external sink: two-fluid / full 1.9428
umklapp drag ratio B/A: -0.5138
compensated, normal only: rho / held 1.0000
uncompensated two-band: net force / one-band force 0.2898
uncompensated two-band, normal only: conductivity = inf
THREE-DIMENSIONAL EXAMPLE
n = 6.0e+28 m^-3; ion mass = 60 u; D = 4.0 eV
sound speed = 4000 m/s; mass density = 5977.9 kg/m^3
k_F = 1.2111e+10 m^-1; q_D = 1.5259e+10 m^-1
Fermi energy = 5.589 eV
Debye temperature = 466.2 K
electron inertia n m = 0.05466 kg/m^3
T = 300 K: K = 4.0209e+11 kg/(m^3 s); W = 4.6024e+00 kg/m^3
  W/K = 11.446 ps; persistent fraction = 0.01174
  Bloch rho = 4.3511e-01 uOhm cm
T = 20 K: K = 5.1515e+07 kg/(m^3 s); W = 2.1234e-03 kg/m^3
  W/K = 41.220 ps; persistent fraction = 0.96260
  Bloch rho = 5.5746e-05 uOhm cm
direct golden-rule K / formula at 300 K: 1.00100
low-T powers: K 5.0000; W 4.0000
slip relaxation time at 300 K = 0.1343 ps
300 K, no sink: time (ps); apparent E/J (uOhm cm)
     1   0.40954
    10   0.23646
   100   0.04527
  1000   0.00498
300 K: tau_p (ps); two-fluid rho; mode-resolved rho (uOhm cm)
     1   0.40015   0.39802
    10   0.23223   0.22748
   100   0.04469   0.04423
  1000   0.00492   0.00492
line width 20 nm: tau_p = 5.00 ps; rho = 0.30283 uOhm cm
done: every assertion held
```
